\section*{Scalar disorder cancels the dc spin Hall conductivity of the Rashba gas}

\section{Definitions and conventions}

Electrons of charge $-e$ and effective mass $m$ move in a plane with Hamiltonian
\begin{equation}
H=\frac{\hbar^2k^2}{2m}+\alpha(k_y\sigma_x-k_x\sigma_y)+V(\mathbf r),\qquad \alpha>0 ,
\end{equation}
where $V$ is a spin-independent disorder potential. A uniform field $E$ points along $x$. The velocities follow from $\mathbf v=\partial H/\partial(\hbar\mathbf k)$:
\begin{equation}
v_x=\frac{\hbar k_x}{m}-\frac{\alpha}{\hbar}\sigma_y,\qquad
v_y=\frac{\hbar k_y}{m}+\frac{\alpha}{\hbar}\sigma_x .
\end{equation}
The current along $y$ of the spin component $z$ is the symmetrized product
\begin{equation}
j=\frac{\hbar}{4}\{\sigma_z,v_y\}=\frac{\hbar^2k_y}{2m}\sigma_z ,
\end{equation}
because $\sigma_z$ and $\sigma_x$ anticommute. The same letter $j$ denotes its expectation value per area, and $\sigma^{sH}=j/E$ is the spin Hall conductivity. I write $\int_{\mathbf k}=\int d^2k/(2\pi)^2$.

Without disorder the bands are $\varepsilon_s=\hbar^2k^2/2m+s\alpha k$, $s=\pm1$. Their spins point along $s\mathbf h$, with $\mathbf h=(k_y,-k_x)/k$. For $E_F>0$, solving $\varepsilon_s=E_F$ gives
\begin{equation}
k_s=k_F-sk_R,\qquad k_R=\frac{m\alpha}{\hbar^2},\qquad k_F=\sqrt{\frac{2mE_F}{\hbar^2}+k_R^2}.
\end{equation}
Both bands have Fermi velocity $\hbar k_s/m+s\alpha/\hbar=\hbar k_F/m\equiv v_F$. Their densities of states are $N_s=k_s/(2\pi\hbar v_F)$, with $N_++N_-=m/(\pi\hbar^2)\equiv2N_0$. The spin splitting is $\Delta=2\alpha k_F$.

The example is a model gas with $m=0.05\,m_e$, $\alpha=20$ meV\,nm, $E_F=50$ meV and lifetime $\tau=2$ ps. Then $k_+=0.2434$ and $k_-=0.2696$ nm$^{-1}$, so $k_F=0.2565$ nm$^{-1}$ and $\Delta=2\times20\times0.2565=10.26$ meV. Since $\hbar/\tau=0.329$ meV, the bands are well resolved: $\Delta\tau/\hbar=31.2$.

\section{The claim and its clean origin}

The claim to be examined is that $\sigma^{sH}=e/8\pi$ is the universal dc value. In the clean gas the number is correct. The potential energy is $eEx$, and $v_x=(i/\hbar)[H,x]$ gives $x_{mn}=-i\hbar v_{mn}/(\varepsilon_m-\varepsilon_n)$. First-order perturbation theory then yields
\begin{equation}
|\delta n\rangle=\sum_{m\ne n}|m\rangle\frac{i\hbar eE\,v_{mn}}{(\varepsilon_n-\varepsilon_m)^2},\qquad
\delta j_n=-2\hbar eE\sum_{m\neq n}\frac{\operatorname{Im}(j_{nm}v_{mn})}{(\varepsilon_n-\varepsilon_m)^2}.
\end{equation}
A mere shift of occupations contributes nothing, as $\langle s|\sigma_z|s\rangle=0$. For the same reason the product of off-diagonal elements is $\langle s|\sigma_z\sigma_y|s\rangle=-i\langle\sigma_x\rangle_s=-isk_y/k$. Hence
\begin{equation}
\operatorname{Im}(jv)=\frac{\hbar^2k_y}{2m}\,\frac{\alpha}{\hbar}\,\frac{sk_y}{k},\qquad
\frac{\delta j_s}{E}=-s\frac{e\hbar^2k_y^2}{4m\alpha k^3}\;\longrightarrow\;-s\frac{e\hbar^2}{8m\alpha k},
\end{equation}
the arrow denoting the angular average. Integration over each filled disc with $k\,dk/2\pi$ gives
\begin{equation}
\sigma^{sH}_{\rm clean}=\frac{e\hbar^2}{16\pi m\alpha}(k_--k_+)=\frac{e}{8\pi},
\end{equation}
since $k_--k_+=2m\alpha/\hbar^2$. This is $0.0398\,e$, or $1.94\times10^{-5}$ S after multiplication by $2e/\hbar$.

Even here universality has a condition. For $-E_R<E_F<0$, with $E_R=m\alpha^2/2\hbar^2$, only an annulus of the lower band is filled. Its width $2\sqrt{k_R^2-2m|E_F|/\hbar^2}$ replaces $k_--k_+$, so the value is $(e/8\pi)\sqrt{1-|E_F|/E_R}$. At $E_F=-E_R/2$ it is $0.0281\,e$.

\section{Counter-example: weak point scatterers}

\subsection{Response formula and bare bubble}

Let $V$ consist of random point scatterers of strength $V_0$ and density $n_i$. In the Born approximation $G^{R,A}=(E_F-H_0\pm i\Gamma)^{-1}$, where $H_0$ is $H$ without $V$. The spin-dependent part of the self-energy averages to zero over angle, and
\begin{equation}
\Gamma=\frac{\hbar}{2\tau}=\pi n_iV_0^2N_0,\qquad n_iV_0^2=\frac{\hbar}{2\pi N_0\tau}.
\end{equation}

Describe the field by $A=E/(i\omega)$, so that the perturbation is $H'=eAv_x$. The density matrix is $\int dE'\,G^</(2\pi i)$ with $G^<=f(G^A-G^R)$, and
\begin{equation}
\delta G^<=G^R(E'+\hbar\omega)H'G^<(E')+G^<(E'+\hbar\omega)H'G^A(E').
\end{equation}
The terms with one retarded and one advanced function carry the factor $f(E')-f(E'+\hbar\omega)\to\hbar\omega\,\delta(E'-E_F)$. They give
\begin{equation}
\delta\rho=-\frac{\hbar eE}{2\pi}G^Rv_xG^A,\qquad
\sigma^{sH}=-\frac{e\hbar}{2\pi}\int_{\mathbf k}\operatorname{tr}[jG^RJ_xG^A],
\label{ra}
\end{equation}
where disorder averaging replaces $v_x$ by a dressed vertex $J_x$.

First take $J_x=v_x$. Write $G=g_0+g_1\mathbf h\cdot\boldsymbol\sigma$ with $g_{0,1}=(G_+\pm G_-)/2$. At one momentum $G^R$ and $G^A$ contain the same matrix $\mathbf h\cdot\boldsymbol\sigma$, whose square is one. Therefore
\begin{equation}
\operatorname{tr}[\sigma_zG^RG^A]=0,
\label{lemma}
\end{equation}
and the part $\hbar k_x/m$ of the velocity drops out. For the other part, $\operatorname{tr}[\sigma_z\sigma_y\sigma_x]=-2i$ and $\operatorname{tr}[\sigma_z\sigma_x\sigma_y]=2i$ give
\begin{align}
\operatorname{tr}[\sigma_zG^R\sigma_yG^A]&=2ih_x(g_1^Rg_0^A-g_0^Rg_1^A)=-2h_x\operatorname{Im}(G_+^RG_-^A)\nonumber\\
&=\frac{4\alpha k\Gamma h_x}{(a_+^2+\Gamma^2)(a_-^2+\Gamma^2)},\qquad a_s=E_F-\varepsilon_s .
\end{align}
Insert this in (\ref{ra}) and average $k_y^2$ to $k^2/2$:
\begin{equation}
\sigma^{sH}_{\rm bare}=\frac{e\hbar^2\alpha^2\Gamma}{2\pi m}\int\frac{k\,dk}{2\pi}\frac{k^2}{(a_+^2+\Gamma^2)(a_-^2+\Gamma^2)} .
\end{equation}
For $E_F\gg\Delta,\Gamma$, set $k^2\to k_F^2$ and $k\,dk=(m/\hbar^2)d\xi$. The two Lorentzians are separated by $\Delta$, and their product integrates to $(2\pi/\Gamma)/(\Delta^2+4\Gamma^2)$. Thus
\begin{equation}
\sigma^{sH}_{\rm bare}=\frac{e}{8\pi}\frac{x^2}{1+x^2},\qquad x=\frac{\Delta\tau}{\hbar}.
\end{equation}
The example gives $0.03975\,e$, close to the clean value. The bare bubble therefore seems to confirm the claim. For $E_F>0$ it also exhausts the clean response as $\tau\to\infty$, so the terms with two retarded or two advanced functions vanish in that limit; for $-E_R<E_F<0$ they do not. Disorder rungs inserted in them are of order $n_iV_0^2$, with no compensating factor $1/\Gamma$.

\subsection{The ladder}

In the retarded--advanced terms each rung $n_iV_0^2\propto\Gamma$ meets a factor $|G_s|^2\simeq(\pi/\Gamma)\delta(E_F-\varepsilon_s)$. All rungs are then of order one and must be summed:
\begin{equation}
J_x=v_x+n_iV_0^2\int_{\mathbf k}G^RJ_xG^A .
\label{ladder}
\end{equation}
The unit-matrix component of this equation has kernel one by charge conservation, but it is neither driven nor coupled to the spin components and may be set to zero. I now show that $J_x=\hbar k_x/m$ solves the equation. Using $G^RG^A=\tfrac12\sum_s(1+s\mathbf h\cdot\boldsymbol\sigma)|G_s|^2$, the angular average $\langle k_x\mathbf h\rangle=(0,-k/2)$, and $n_iV_0^2\,\pi/\Gamma=1/N_0$,
\begin{equation}
n_iV_0^2\int_{\mathbf k}G^R\frac{\hbar k_x}{m}G^A=-\frac{\hbar}{4mN_0}\sigma_y\sum_ssk_sN_s .
\end{equation}
The sum is
\begin{equation}
\sum_ssk_sN_s=\frac{k_+^2-k_-^2}{2\pi\hbar v_F}=-\frac{4k_Fk_R}{2\pi\hbar^2k_F/m}=-4N_0k_R ,
\end{equation}
so the integral equals $(\hbar k_R/m)\sigma_y=(\alpha/\hbar)\sigma_y$. This cancels the spin part of $v_x$, as required. With $J_x=\hbar k_x/m$, the trace (\ref{lemma}) makes the response vanish:
\begin{equation}
\sigma^{sH}_{\rm dc}=0 .
\end{equation}

A numerical solution of the matrix ladder gives a correction of $1.0000$ times $(\alpha/\hbar)\sigma_y$ and a conductivity that prints as zero to six decimals. The cancellation does not need $\Delta\tau\gg\hbar$. For $\tau=0.2$ ps, where $x=3.12$, the bare bubble falls to $0.9065$ of $e/8\pi$ (the formula gives $0.9067$), while the ladder result remains zero to the four decimals printed.

The field does leave a spin density. Equation (\ref{ladder}) gives $\int_{\mathbf k}G^RJ_xG^A=(\alpha/\hbar)\sigma_y/(n_iV_0^2)$, hence
\begin{equation}
S_y=-\frac{\hbar eE}{2\pi}\operatorname{tr}\!\left[\frac{\hbar}{2}\sigma_y\frac{\alpha\sigma_y}{\hbar n_iV_0^2}\right]=-\alpha N_0eE\tau .
\label{edel}
\end{equation}
At 100 V/m, $eE=10^{-4}$ meV/nm and $eE\tau/\hbar=10^{-4}/0.329=3.04\times10^{-4}$ nm$^{-1}$. As $\alpha N_0=k_R/2\pi$ and $k_R=0.0131$ nm$^{-1}$, the spin density is $-0.63\,\hbar$ per $\mu$m$^2$.

\section{The general statement and its proof}

\textbf{Statement.} For the Hamiltonian of the first section, with scalar $V$ of any strength and range, the spin current $j$ averaged over a uniform sample is zero in every steady state.

\textbf{Proof.} The potential $V$, the kinetic energy, the field term $eEx$ and the term $-\alpha k_x\sigma_y$ all commute with $\sigma_y$. What remains is
\begin{equation}
\frac{d\sigma_y}{dt}=\frac{i}{\hbar}[\alpha k_y\sigma_x,\sigma_y]=\frac{i}{\hbar}\alpha k_y(2i\sigma_z)=-\frac{2\alpha}{\hbar}k_y\sigma_z .
\end{equation}
Multiply by $\hbar/2$, sum over electrons, and use $k_y\sigma_z=(2m/\hbar^2)j$:
\begin{equation}
\frac{dS_y}{dt}=-\frac{2m\alpha}{\hbar^2}\,j .
\label{eom}
\end{equation}
In a steady state the left side is zero, and so is $j$. $\square$

The identity also limits time averages. With electron density $n$, $|S_y|\le n\hbar/2$, so $S_y$ can change by at most $n\hbar$. Over a time $T$ the mean spin current obeys $|\bar j|\le n\hbar^3/(2m\alpha T)$, which tends to zero. A permanent spin current would need a spin density that grows without limit.

The proof shows where the result can fail.
\begin{itemize}
\item Magnetic impurities, a Zeeman field along $x$ or $z$, or spin-orbit coupling to the impurities add torques to (\ref{eom}). The steady current then balances the mean added torque, so it is nonzero only if that mean is nonzero.
\item The proof needs the coefficient of $\sigma_x$ in $H$ to be a fixed multiple of the spin-independent part of $v_y$. A non-parabolic band or a spin-orbit coupling nonlinear in $k$ generally breaks this, and a vanishing torque then does not imply a vanishing spin current. It need not break it: on a nearest-neighbour square lattice, with band $-2t(\cos k_x+\cos k_y)$ and coupling $\lambda(\sin k_y\,\sigma_x-\sin k_x\,\sigma_y)$, both torque and $j$ are proportional to $\sin k_y\,\sigma_z$, and the result still holds.
\item Near edges, spin flow adds a divergence to the local form of (\ref{eom}), and the statement holds for the uniform interior.
\end{itemize}

Equation (\ref{eom}) was tested on electrons driven through a strong random potential in a periodic box. The spin changed by $0.0804\,\hbar$, and the integrated spin current predicts the same number. With magnetic disorder added, the change was $-0.0993\,\hbar$ while the spin current accounts for $+0.0231\,\hbar$. The difference, $-0.1224\,\hbar$, is the time integral of the magnetic torque.

\section{What $e/8\pi$ measures}

\subsection{Spin growth under free acceleration}

In the clean gas the Fermi sea moves by $\delta k=-eEt/\hbar$ along $x$. If the field is switched on slowly compared with $\hbar/\Delta$, the spins follow their bands, with $\langle\sigma_y\rangle_s=-sk_x/k$. To first order in $\delta k$, after integration by parts,
\begin{equation}
S_y=-\frac{\hbar}{2}\delta k\sum_ss\int_{k<k_s}\frac{d^2k}{4\pi^2}\frac{\partial}{\partial k_x}\frac{k_x}{k}
=-\frac{\hbar\,\delta k}{8\pi}(k_+-k_-)=\frac{\hbar k_R}{4\pi}\delta k ,
\end{equation}
because $\partial_{k_x}(k_x/k)=k_y^2/k^3$ integrates to $\pi k_s$ over the disc. Hence $dS_y/dt=-eEk_R/4\pi$, and (\ref{eom}) gives
\begin{equation}
j=\frac{\hbar^2}{2m\alpha}\,\frac{eEk_R}{4\pi}=\frac{eE}{8\pi}.
\end{equation}
The clean spin current is thus the growth rate of the current-induced spin, in other units. Scattering ends the acceleration, the spin saturates, and the spin current stops.

\subsection{The decay time}

For $\hbar/\tau\ll\Delta$ the two bands obey a kinetic equation. Write the change of occupation as $\varphi_s\cos\theta\,\delta(\varepsilon-E_F)$, with $\theta$ the angle of $\mathbf k$. The golden rule and the spinor overlap give the scattering rate into band $s'$ as $(N_{s'}/2N_0\tau)[1+ss'\cos(\theta-\theta')]$, averaged over $\theta'$. The total rate out is $1/\tau$. For scattering in, the average of $\cos(\theta-\theta')\cos\theta'$ is $\tfrac12\cos\theta$. Thus
\begin{equation}
\dot\varphi_s=-eEv_F-\frac{\varphi_s}{\tau}+\frac{s}{4N_0\tau}P,\qquad P=\sum_ssN_s\varphi_s .
\end{equation}
Multiply by $sN_s$ and sum. The last term becomes $2N_0P/(4N_0\tau)=P/2\tau$, and $N_+-N_-=-k_R/(\pi\hbar v_F)$, so
\begin{equation}
\dot P=\frac{eEk_R}{\pi\hbar}-\frac{P}{2\tau},\qquad S_y=-\frac{\hbar}{4}P=-\frac{eEk_R\tau}{2\pi}\left(1-e^{-t/2\tau}\right).
\end{equation}
The final value agrees with (\ref{edel}). From (\ref{eom}),
\begin{equation}
j(t)=\frac{eE}{8\pi}e^{-t/2\tau},
\end{equation}
apart from fast oscillations at frequency $\Delta/\hbar$ after a sudden switch-on, which the kinetic equation leaves out. They are not small at first: in the clean gas the current starts from zero and swings up to about twice $eE/8\pi$. The formula describes the average over one period. In the example the current has fallen to $0.368$ of $eE/8\pi$ after 4 ps and to $0.007$ after 20 ps.

The single exponential belongs to point scatterers. If the rates are reduced by $\exp(-q^2d^2)$ for momentum transfer $q$, with $d=5$ nm, the equation for $P$ no longer closes and the two bands relax as a coupled pair. The current at 4 ps is then $1.030$ of $eE/8\pi$, slightly above its initial value, so the approach to zero is not even monotonic. By 800 ps it is below $10^{-6}$ of $eE/8\pi$.

\subsection{Two orders of limits}

An oscillating field is a succession of small steps, $\dot E=-i\omega E$, each followed by the decay above. Therefore
\begin{equation}
\sigma^{sH}(\omega)=-i\omega\,\frac{e}{8\pi}\int_0^\infty e^{i\omega t-t/2\tau}dt=\frac{e}{8\pi}\,\frac{-2i\omega\tau}{1-2i\omega\tau},\qquad \hbar\omega,\ \hbar/\tau\ll\Delta .
\label{ac}
\end{equation}

The ladder gives the same law without the equation of motion. At finite frequency each intraband product $G_s^RG_s^A$ acquires the factor $1/(1-i\omega\tau)$. The vertex $\hbar k_x/m$ then produces $(\alpha/\hbar)\sigma_y/(1-i\omega\tau)$. A vertex $\sigma_y$ produces $\tfrac12\sigma_y/(1-i\omega\tau)$, because projection on the bands and the angular average of $h_y^2$ leave one half; the interband products are negligible for $\hbar\omega,\ \hbar/\tau\ll\Delta$. With the correction written as $(c/\hbar)\sigma_y$,
\begin{equation}
c=\frac{\alpha+\tfrac12(c-\alpha)}{1-i\omega\tau}\quad\Rightarrow\quad c=\frac{\alpha}{1-2i\omega\tau}.
\end{equation}
The remaining spin part of the vertex is $-(\alpha-c)\sigma_y/\hbar$, so the bare value is multiplied by $1-c/\alpha$, which is (\ref{ac}).

For $\omega\tau=0.5$ the numerical ladder gives $0.501-0.500i$ in units of $e/8\pi$, against $(1-i)/2$ from the formula. For $\omega\tau=2$ it gives $0.946-0.233i$, against $(16-4i)/17$. The crossover frequency $1/(4\pi\tau)$ is 39.8 GHz in the example.

The clean value thus appears in the window $1/\tau\ll\omega\ll\Delta/\hbar$. If $\omega\to0$ is taken first, at any fixed spin-independent disorder, the result is zero, and making the disorder weaker afterwards does not restore $e/8\pi$. For $\Delta\tau\gg\hbar$ it lengthens the transient, whose decay time for point scatterers is $2\tau$. For $\Delta\tau\ll\hbar$ the decay time is instead about $2\hbar^2/(\Delta^2\tau)$, the Dyakonov--Perel time, which shortens as the disorder weakens. The values quoted here are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
effective mass: 0.05 m_e
Rashba parameter alpha: 20.0 meV nm
Fermi energy: 50.0 meV
lifetime tau: 2.0 ps
Fermi momentum, upper band: 0.2434 1/nm
Fermi momentum, lower band: 0.2696 1/nm
electron density: 0.01050 1/nm^2
spin splitting 2 alpha k_F: 10.26 meV
hbar/tau: 0.329 meV
splitting times tau/hbar: 31.2 (no unit)
1/(8 pi): 0.039789 e
clean conductivity, both bands filled: 0.039789 e
e/8pi times 2e/hbar: 1.937e-05 S
Rashba energy m alpha^2/2hbar^2: 0.1312 meV
lower-band-only Fermi energy: -0.0656 meV
clean conductivity there: 0.028135 e
random box, spin change: 8.037299e-02 hbar
random box, from spin current: 8.037299e-02 hbar
magnetic box, spin change: -9.928967e-02 hbar
magnetic box, from spin current: 2.311386e-02 hbar
ladder kernel of the charge component: 1.000000 (no unit)
bare bubble, tau = 2 ps: 0.039748 e
ladder result, tau = 2 ps: 0.000000 e
vertex correction / (alpha sigma_y): 1.0000
dirtier case, tau: 0.2 ps
dirtier case, splitting times tau/hbar: 3.12 (no unit)
dirtier bare bubble / (e/8pi): 0.9065
x^2/(1+x^2) for it: 0.9067
dirtier ladder result / (e/8pi): 0.0000
ac ladder / (e/8pi), omega tau = 0.05: 0.010 -0.099 i
ac ladder / (e/8pi), omega tau = 0.50: 0.501 -0.500 i
ac ladder / (e/8pi), omega tau = 2.00: 0.946 -0.233 i
crossover frequency 1/(4 pi tau): 39.8 GHz
kinetic current / (eE/8pi) at t = 0.0 ps: 1.00000
kinetic current / (eE/8pi) at t = 2.0 ps: 0.60653
kinetic current / (eE/8pi) at t = 4.0 ps: 0.36788
kinetic current / (eE/8pi) at t = 20.0 ps: 0.00674
same, scatterer range 5 nm, t = 4.0 ps: 1.02968
same, scatterer range 5 nm, t = 800 ps: 7.2e-07
electric field: 100 V/m
steady spin density, formula: -0.635 hbar/um^2
steady spin density, ladder: -0.634 hbar/um^2
steady spin density, kinetic: -0.635 hbar/um^2
\end{verbatim}
